# Ordering the contributions to the helium ionisation energy

## What goes wrong when powers of α set the order

Suppose the ionisation energy of helium is expanded in the fine-structure constant $\alpha$ and the series is stopped after $\alpha^2$, on the ground that the next term has another factor $1/137$. The omitted $\alpha^3$ term is then $-0.168$ meV, while the $\alpha^2$ term that was kept is $-0.071$ meV. The neglected term is more than twice the last one retained.

The expansion is sound, but its coefficients are very unequal. To order the contributions one needs the coefficients as well as the powers.

Throughout, $I=E(\mathrm{He}^+)-E(\mathrm{He})$ for the two ground states, with $Z=2$. A correction that raises $E(\mathrm{He})$ more than $E(\mathrm{He}^+)$ lowers $I$. Hartree atomic units are used, with the main results converted to eV or meV. The nuclear mass in electron masses is $M=7294.30$, and $u=|\mathbf r_1-\mathbf r_2|$.

## Leading term

With a fixed point nucleus and no relativity,

$$H_0=\frac{p_1^2+p_2^2}{2}+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1u .$$

A variational calculation with 161 explicitly correlated functions gives $E_0=-2.903724$. The ion has $-Z^2/2=-2$, so

$$I_0=-2+2.903724=0.903724\ \text{hartree}=24.5916\ \text{eV}.$$

Reducing the basis to 95 functions changes $E_0$ by $2\times10^{-7}$ hartree, or 0.006 meV.

## First correction: the nucleus moves

In the centre-of-mass frame the nucleus has momentum $-(\mathbf p_1+\mathbf p_2)$. Its kinetic energy is

$$\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}=\frac{p_1^2+p_2^2}{2M}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.$$

The first part joins the electronic kinetic energy. With $1+1/M=1/\mu$, that is $\mu=M/(M+1)$,

$$H=\frac{p_1^2+p_2^2}{2\mu}+V+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.$$

Now set $\mathbf r=\boldsymbol\rho/\mu$, so that $\mathbf p=\mu\boldsymbol\pi$. The kinetic term becomes $\mu(\pi_1^2+\pi_2^2)/2$, and $V$, being homogeneous of degree $-1$, becomes $\mu V(\boldsymbol\rho)$. Hence

$$H=\mu H_0(\boldsymbol\rho,\boldsymbol\pi)+\frac{\mu^2}{M}\,\boldsymbol\pi_1\cdot\boldsymbol\pi_2 .$$

To first order in the last term, $E(\mathrm{He})=\mu E_0+(\mu^2/M)\langle\mathbf p_1\cdot\mathbf p_2\rangle$. The ion has one electron and therefore only the scaling, $-\mu Z^2/2$. Subtracting,

$$I=I_0-(1-\mu)I_0-\frac{\mu^2}{M}\langle\mathbf p_1\cdot\mathbf p_2\rangle .$$

The reduced-mass term is $-1.3707\times10^{-4}\times24.5916\ \text{eV}=-3.371$ meV.

For a product of real s orbitals, $\langle\mathbf p_1\cdot\mathbf p_2\rangle=\langle\mathbf p_1\rangle\cdot\langle\mathbf p_2\rangle=0$, and the same holds for any real function of $r_1$ and $r_2$ alone, so mass polarisation measures angular correlation in this state. The correlated function gives $+0.15907$, and the term is $-1.3706\times10^{-4}\times0.15907$ hartree $=-0.593$ meV. Diagonalising the finite-mass Hamiltonian reproduces this first-order shift within the 0.2% tolerance of the test.

## Order α²: large pieces that cancel

**One electron.** Let $\varphi$ and $\chi$ be the large and small Dirac components, with the rest energy removed:

$$(\varepsilon-V)\varphi=\frac1\alpha\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
\Big(\frac2{\alpha^2}+\varepsilon-V\Big)\chi=\frac1\alpha\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .$$

Solve the second equation for $\chi$, expand in $\alpha^2$, and insert it in the first. Collecting $\varepsilon$ on the right gives

$$\Big[\frac{p^2}2+V+\frac{\alpha^2}4\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\Big]\varphi=\varepsilon\Big[1+\frac{\alpha^2p^2}4\Big]\varphi .$$

The factor on the right is removed by $\varphi=(1-\alpha^2p^2/8)\psi$ and multiplication from the left by the same factor. This adds $-\frac{\alpha^2}8\{p^2,\frac{p^2}2+V\}$ to the Hamiltonian. Its kinetic part is $-\alpha^2p^4/8$. For the potential part use

$$\mathbf p\cdot V\mathbf p-\tfrac12\{p^2,V\}=-\tfrac12[p_i,[p_i,V]]=\tfrac12\nabla^2V .$$

The spin-independent correction is therefore $\alpha^2(-p^4/8+\nabla^2V/8)$. The remaining spin–orbit part is linear in an electron's spin and has zero expectation value in a spin singlet.

**Two electrons.** The same reduction applies to each electron in the full $V$. The extra normalisation factor of one electron multiplies the kinetic energy of the other on both sides and cancels. From $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$ comes $+\pi Z\delta(\mathbf r_i)/2$ for each electron. From $\nabla_i^2(1/u)=-4\pi\delta(\mathbf r_{12})$, taken for both electrons, comes $-\pi\delta(\mathbf r_{12})$.

Magnetism adds two terms in the singlet; the interactions linear in one spin and the tensor part of the spin–spin interaction have zero expectation value there. The spin moments have size $\alpha/2$ and the contact interaction

$$-\frac{8\pi}3\,\frac{\alpha^2}4\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r_{12})=+2\pi\alpha^2\delta(\mathbf r_{12}),$$

because $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ in the singlet. The orbital currents interact through the transverse vector potential, which gives $\alpha^2B$ with

$$B=-\frac12\Big\langle\mathbf p_1\cdot\Big(\frac1u+\frac{\mathbf u\mathbf u}{u^3}\Big)\cdot\mathbf p_2\Big\rangle ,\qquad \mathbf u=\mathbf r_1-\mathbf r_2 .$$

With $D=\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle$ and $d=\langle\delta(\mathbf r_{12})\rangle$, the sum is

$$E_2=\alpha^2\Big[-\frac{\langle p_1^4+p_2^4\rangle}8+\frac{\pi Z}2D+\pi d+B\Big].$$

The two electron–electron contact terms were tested in the mean-field approximation. There the Gaunt interaction shifts the energy by $1.1977\,\alpha^2$, against $1.1976\,\alpha^2$ from the $2\pi$ contact term. The Dirac–Coulomb shift is $-2.504\,\alpha^2$, against $-2.535\,\alpha^2$ from the reduced operators with a Gaussian orbital. Most of this gap comes from the orbital, which lacks the cusp at the nucleus; a mean-field orbital with the cusp gives $-2.504\,\alpha^2$.

**The ion.** From $p^2\varphi=(-Z^2+2Z/r)\varphi$, with $\langle1/r\rangle=Z$ and $\langle1/r^2\rangle=2Z^2$,

$$\langle p^4\rangle=Z^4-4Z^4+8Z^4=5Z^4=80 .$$

With $D_+=Z^3/\pi=2.5465$, the energy is $\alpha^2(-5Z^4/8+Z^4/2)=-\alpha^2Z^4/8=-2\alpha^2$.

**The difference.** For helium $\langle p_1^4+p_2^4\rangle=108.17$, $D=3.6207$, $d=0.1064$ and $B=-0.1391$. One unit of $\alpha^2$ is 1.449 meV. The contributions to $I$ are:

- kinetic: $(108.17/8-10)\times1.449=+5.102$ meV;
- nuclear Darwin: $-\pi(3.6207-2.5465)\times1.449=-4.890$ meV;
- electron contact: $-\pi(0.1064)\times1.449=-0.484$ meV;
- orbit–orbit: $+0.1391\times1.449=+0.202$ meV.

Before rounding they add to $-0.071$ meV, 1.4% of the largest piece in magnitude. In units of $\alpha^2$ the ion has $-2.0000$ and the atom $-1.9509$. The smaller basis gives $-1.9500$ for the atom, a change of 0.0013 meV in $I$. These expectation values converge slowly. With 525 functions and regularised operators they are $\langle p_1^4+p_2^4\rangle=108.18$, $D=3.6209$ and $d=0.1063$, the atom has $-1.9518$, and the sum is $-0.070$ meV. The value $-0.071$ meV used in this text is therefore about 0.001 meV too large in magnitude, which does not affect the order.

## Order α³: no such cancellation

**Soft photons.** Let $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\omega_n=E_n-E_0$. A photon mode of energy $k$ couples through $\alpha\mathbf A\cdot\mathbf P$. In second order, with the density of modes and the sum over two polarisations, the shift is

$$-\frac{2\alpha^3}{3\pi}\int_0^K k\,dk\sum_n\frac{|\langle n|\mathbf P|0\rangle|^2}{\omega_n+k}.$$

With $\omega_n=0$ in the denominator the sum over states becomes $\langle P^2\rangle=\langle p_1^2+p_2^2\rangle+2\langle\mathbf p_1\cdot\mathbf p_2\rangle$. The first part is the shift of free electrons, already contained in their observed mass. The second is unretarded photon exchange between the electrons, already counted in $B$. Subtracting both replaces $-k/(\omega_n+k)$ by $1-k/(\omega_n+k)=\omega_n/(\omega_n+k)$. For $K\gg\omega_n$ the integral leaves

$$\frac{2\alpha^3}{3\pi}\sum_n|\langle n|\mathbf P|0\rangle|^2\,\omega_n\ln\frac K{\omega_n}.$$

The total weight follows from a double commutator, in which the electron repulsion drops out because $\mathbf P$ commutes with $1/u$:

$$\sum_n|\langle n|\mathbf P|0\rangle|^2\omega_n=\tfrac12\langle[P_i,[H_0,P_i]]\rangle=\tfrac12\langle(\nabla_1+\nabla_2)^2V\rangle=2\pi ZD .$$

Let $\ln k_0$ be the mean of $\ln\omega_n$ with these weights. The soft part is $\frac{4Z}3\alpha^3D\ln(K/k_0)$. Writing $K=\kappa/\alpha^2$ and measuring $k_0$ in rydbergs (half a hartree), the logarithm is $\ln2\kappa+\ln\alpha^{-2}-\ln(k_0/\mathrm{Ry})$.

**Hard photons.** These add constants to the same prefactor $\frac{4Z}3\alpha^3D$. The one-loop vertex, with photon mass $\lambda$ in electron masses, is taken from quantum electrodynamics. Its charge-radius part is

$$\frac32\int_0^1\!dw\Big[\frac w6+\frac{w-w^2+w^3/6}{\Delta}+\frac{(w^2+2w-2)w^3}{6\Delta^2}\Big],$$

with $\Delta=w^2+\lambda^2(1-w)$. For small $\lambda$ the singular parts give $\ln\lambda^{-1}-\frac13(\ln\lambda^{-1}-\frac12)$. The regular parts give $\frac1{12}-\frac{11}{12}+\frac5{12}=-\frac5{12}$. The result is $\frac32(\frac23\ln\lambda^{-1}-\frac14)=\ln\lambda^{-1}-\frac38$.

Photons with momentum below $\kappa$ have already been counted. For a massive photon their share, with $\lambda\ll\kappa\ll1$ and $\omega^2=k^2+\lambda^2$, is

$$\frac32\int_0^\kappa\frac{k^2}{\omega^3}\Big(1-\frac{k^2}{3\omega^2}\Big)dk
=\frac32\Big[(L-1)-\frac{L-4/3}3\Big]=L-\frac56,$$

where $L=\ln(2\kappa/\lambda)$ and the substitution $k=\lambda\sinh\theta$ was used. Subtraction leaves $-\ln2\kappa+\frac56-\frac38$, and the cutoff cancels against the soft part.

The anomalous moment $a=\alpha/2\pi$ multiplies the Darwin term by $1+2a$. This adds $\pi Z\alpha^2aD=\frac12Z\alpha^3D$, or $+\frac38$ in the bracket. The one-loop vacuum-polarisation potential, integrated over space, adds

$$-\frac12\int_1^\infty\frac{\sqrt{x^2-1}}{x^4}\Big(1+\frac1{2x^2}\Big)dx=-\frac12\Big(\frac13+\frac1{15}\Big)=-\frac15 .$$

The constants sum to $\frac56-\frac15=\frac{19}{30}$, so

$$E_3^{\rm en}=\frac{4Z}3\alpha^3\Big[\ln\alpha^{-2}-\ln\frac{k_0}{\rm Ry}+\frac{19}{30}\Big]D .$$

**Numbers.** For the ion a finite-basis calculation gives $\ln(k_0/\mathrm{Ry})=4.365$, slightly below the value 4.370 that follows from the exact hydrogenic oscillator strengths; using 4.370 would lower the bracket below from 6.109 to 6.103 and change $I$ by 0.0002 meV. Thus $k_0$ is about 79 Ry, far above the binding energy of 4 Ry. High excitations, formed near the nucleus, thus carry much of the average. This motivates using the ion's value for the atom as well. A screened one-electron model of helium, with each state weighted by the product of its momentum and nuclear-force matrix elements, gives 4.33 instead and, measured from the exact ion value, would change $I$ by about $-0.004$ meV. In the two-electron atom that product equals $|\langle n|\mathbf P|0\rangle|^2\omega_n$, because $\mathbf P$ commutes with $1/u$. In the model it does not, and the weights $|\langle n|\mathbf P|0\rangle|^2\omega_n$ give about 4.47 and $+0.010$ meV. The model therefore fixes neither the sign nor the size of the correction and is not an error bound, but either value leaves the order of the contributions unchanged.

The bracket is 6.109, and one unit of $\alpha^3$ is 0.01057 meV. The contribution to $I$ is

$$-\tfrac83\times6.109\times(3.6207-2.5465)\times0.01057=-0.185\ \text{meV}.$$

**Electron–electron part.** Here the Araki–Sucher result is taken as an input and not derived:

$$E_3^{\rm ee}=\alpha^3\Big[\Big(\frac{164}{15}+\frac{14}3\ln\alpha\Big)d-\frac{14}3Q\Big].$$

$Q$ is the regularised inverse cube of the electron separation, with $\gamma$ Euler's constant:

$$Q=\frac1{4\pi}\lim_{a\to0}\Big\langle\frac{\theta(u-a)}{u^3}+4\pi(\gamma+\ln a)\,\delta(\mathbf r_{12})\Big\rangle=0.0785 .$$

In a basis of 525 functions $Q$ rises to 0.0787, which changes $I$ by less than 0.0001 meV. The bracket is $-12.03\times0.1064-0.366=-1.65$. It lowers $E(\mathrm{He})$ and raises $I$ by 0.017 meV. The total $\alpha^3$ term is $-0.168$ meV. Without the input it would be $-0.185$ meV, and the order of the contributions would be the same.

## Nuclear size

A nucleus of rms radius $R$ has the charge form factor $1-q^2R^2/6$ at small momentum transfer $q$. Multiplying the point potential $-4\pi Z/q^2$ by the second term gives the constant $+2\pi ZR^2/3$, which is a contact potential. With the rough value $R=1.7$ fm $=3.21\times10^{-5}$ bohr,

$$-\frac{2\pi Z}3R^2(D-D_+)=-4.189\times1.032\times10^{-9}\times1.0742\ \text{hartree},$$

which is $-0.00013$ meV.

## The order

| Contribution | Change of $I$ |
|---|---:|
| nonrelativistic | $+24.5916$ eV |
| reduced mass | $-3.371$ meV |
| mass polarisation | $-0.593$ meV |
| $\alpha^3$ | $-0.168$ meV |
| $\alpha^2$ | $-0.071$ meV |
| nuclear size | $-0.00013$ meV |

The sum is 24.5874 eV.

This ranks the six listed terms; it is not a complete expansion. Multiplying the $\alpha^3$ term by one more $\alpha$ gives 0.0012 meV, already ten times the nuclear-size term. This is power counting only; the coefficient of order $\alpha^4$ was not computed, so the actual term may differ substantially from this value. Relativistic recoil is also omitted. The change of $I_0$ between the two bases, 0.006 meV, exceeds the size term too, so the sum cannot reveal nuclear size at this accuracy.

## Two limits that restore the usual order

**Smaller α at fixed Z = 2.** In atomic units the $\alpha^2$ coefficient of $I$ is $-0.049$ and the $\alpha^3$ coefficient is $-15.9$. Their ratio explains the reversal: $15.9\,\alpha/0.049\approx2.4$. If $\alpha$ were reduced by a factor $e^{-x}$, the logarithms would change the magnitude of the second coefficient to about $15.9+5.2x$. The two terms become equal when

$$e^{-x}(15.9+5.2x)=\frac{0.049}{\alpha}\approx6.7,$$

which gives $x\approx1.2$, or $\alpha$ near $1/450$ (near $1/460$ with the converged coefficient $-0.048$). Below that value $\alpha^2$ leads, as the asymptotic series requires. The physical $\alpha$ lies on the other side.

**Large Z with Zα still small.** Electron repulsion then becomes a relative correction of order $1/Z$, and the atom approaches two independent 1s electrons. Its $\alpha^2$ energy tends to $-2\alpha^2Z^4/8$, and the contribution to $I$ becomes

$$-\frac{\alpha^2Z^4}8+\frac{2\alpha^2Z^4}8=+\frac{\alpha^2Z^4}8 .$$

This is positive, whereas the helium value is negative. For $Z=2$ the formula would give $+2.9$ meV in place of $-0.071$ meV, so the interactions between the electrons remove the whole independent-electron result and slightly more. Coulomb repulsion alone would leave about $+0.70$ meV; the magnetic contact and orbit–orbit terms together add $-0.77$ meV and make the total negative. The leading $\alpha^3$ contribution in the same limit is $-\frac{4Z^4}{3\pi}\alpha^3\mathcal L$, where $\mathcal L$ is the bracket of $E_3^{\rm en}$. The ratio of magnitudes is

$$\frac{32}{3\pi}\,\alpha\mathcal L\approx0.025\,\mathcal L .$$

Even with $\mathcal L=6$ this is 0.15, and $\mathcal L$ falls as $Z$ grows because $k_0$ scales as $Z^2$. The limit is approached slowly: correlated wave functions, with the hydrogenic $k_0$, give ratios of about 0.44 for $Z=3$, 0.25 for $Z=4$ and 0.09 for $Z=10$. In these ions $\alpha^2$ leads, so the reversed order belongs to helium's near-cancellation.

## Table of computed values

```
basis functions, large and small: 161, 95
fine-structure constant alpha: 0.007297353
nucleus/electron mass ratio M: 7294.2995
1 - mu: 1.370746e-04
Hartree energy: 27.211386 eV
nuclear rms radius (rough input): 1.7 fm
nuclear rms radius: 3.213e-05 bohr
E(He), large basis: -2.90372430 hartree
E(He), small basis: -2.90372409 hartree
nonrelativistic I: 0.9037243 hartree
<p1.p2>: 0.159070 a.u.
<p1^4 + p2^4>: 108.1666 a.u.
D for He: 3.62069 bohr^-3
D for He+: 2.54648 bohr^-3
d for He: 0.10641 bohr^-3
orbit-orbit B: -0.13911 a.u.
He Breit-Pauli energy / alpha^2: -1.9509 a.u.
same, small basis: -1.9500 a.u.
He+ Breit-Pauli energy / alpha^2: -2.0000 a.u.
alpha^2 in I, p^4 part: +5.1018 meV
alpha^2 in I, nuclear Darwin: -4.8902 meV
alpha^2 in I, electron contact: -0.4844 meV
alpha^2 in I, orbit-orbit: +0.2016 meV
mean-field Coulomb shift/alpha^2, Dirac: -2.504 a.u.
mean-field Coulomb shift/alpha^2, Pauli: -2.535 a.u.
mean-field Gaunt shift/alpha^2: 1.1977 a.u.
2 pi times mean-field contact: 1.1976 a.u.
ln(k0/Ry), He+: 4.365
ln(k0/Ry), screened model of He: 4.333
constant from one-loop integrals: 0.6335
19/30: 0.6333
alpha^3 bracket: 6.109
Q: 0.07853 a.u.
alpha^3 in I, electron-nucleus: -0.1850 meV
alpha^3 in I, electron-electron: +0.0174 meV
change of I with screened ln k0: -0.0033 meV
1 nonrelativistic: +24.59159 eV
2 reduced mass: -3.3709 meV
3 mass polarisation: -0.5932 meV
4 alpha^3: -0.1676 meV
5 alpha^2: -0.0712 meV
6 nuclear size: -0.000126 meV
alpha times |alpha^3 term|: 0.00122 meV
sum of the six: 24.58739 eV
```
